# Is the cell-averaged Coulomb potential an absolute bulk reference?

**Q:** My LAPW code solves the Poisson equation with pseudo-charges and drops the $G=0$ term. I know this zero is artificial, so I compute the average of the true potential over the cell and subtract it. My band energies then refer to the true mean Coulomb potential, a property of the bulk density. Surely that is an absolute reference, on which I can compare two crystals or read off an ionization energy?

**A:** Your band energies do refer to the mean potential, and inside one crystal that is a well-defined zero. But the bulk density does not fix the height of this mean above vacuum, so it is not an absolute reference. One dimension suffices to show this.

Take a slab and average its charge density over planes parallel to the surface. In Hartree atomic units, with $\rho$ the charge density (nuclei positive) and $\phi$ the electrostatic potential,

$$\phi''(x)=-4\pi\rho(x),$$

and an electron has potential energy $-\phi$. Deep inside, $\rho$ has period $a$ and each cell is neutral. For a periodic solution, the Fourier components obey $G^2\phi_G=4\pi\rho_G$. At $G=0$ this reads $0=0$, so the bulk density says nothing about $\phi_0$, which is the cell average.

**Q:** But my correction is not arbitrary. What does it compute?

**A:** It repairs the effect of the pseudo-charge. Inside $|x|<R$ the solver replaces $\rho$ by a smooth $\tilde\rho$ with the same charge and dipole. The difference $\delta=\rho-\tilde\rho$ produces

$$\chi(x)=-2\pi\int|x-x'|\,\delta(x')\,dx',$$

because $|x|''$ is twice a delta function. For $x>R$ this is $-2\pi\left(x\int\delta\,dx'-\int x'\delta\,dx'\right)=0$, and likewise for $x<-R$. Thus $\chi$ and $\chi'$ vanish outside, and two integrations by parts have no boundary terms:

$$\int\chi\,dx=-\int x\chi'\,dx=\frac12\int x^2\chi''\,dx=-2\pi\int x^2\delta\,dx.$$

The pseudo-potential averages to zero by choice, so the true average in that gauge is

$$\bar\phi_{\rm gauge}=-\frac{2\pi}{a}\int x^2(\rho-\tilde\rho)\,dx .$$

Consider a model with $a=5$ bohr and one electron per 25 bohr² in each layer, so $q=0.04$ bohr⁻². Each layer has a Gaussian nuclear sheet of width $s_n=0.3$ bohr and an electron sheet of width $s_e=1.5$ bohr. The solver keeps the smooth electron density and replaces the nuclear sheet by a bump proportional to $(1-x^2/R^2)^4$.

The bump's second moment follows from $I_m=\int_{-1}^1(1-t^2)^m dt$ and $J=\int_{-1}^1t^2(1-t^2)^4dt$. Writing $t^2=1-(1-t^2)$ gives $J=I_4-I_5$, while integration by parts gives $J=I_5/10$. Hence $J=I_4/11$, and the normalized bump has second moment $R^2/11$. For $R=2$ bohr,

$$\bar\phi_{\rm gauge}=-\frac{2\pi}{5}(0.04)\left(0.09-\frac{4}{11}\right)=0.0138\ \text{hartree}/e .$$

For $R=1.5$ bohr it is 0.0058. Subtracting the average removes this dependence on a solver parameter. No vacuum has entered, so no vacuum level can come out.

**Q:** Yet Bethe's formula gives the mean potential relative to vacuum from a second moment of the density. Is that not a bulk calculation?

**A:** It uses an additional assumption. Suppose the slab is a superposition of identical units $u(x-na)$ with

$$\int u\,dx=0,\qquad \int xu\,dx=0 .$$

The argument for $\chi$ applies to $u$: the potential $\phi_u$ of one unit vanishes away from it on both sides, which fixes the vacuum level at zero. With Gaussian tails it decays fast enough for the boundary terms to vanish. In an interior cell, the pieces contributed by all units add up to one complete integral of $\phi_u$, so

$$\bar\phi-\phi_{\rm vac}=\frac1a\int\phi_u\,dx=-\frac{2\pi}{a}\int x^2u\,dx .$$

For a three-dimensional unit with surface area $A$ per unit and cell volume $\Omega=Aa$, planar averaging gives $\int x^2u\,dx=A^{-1}\int x^2\rho_u\,d^3r$. If the unit is spherical, $x^2$ can be replaced by $r^2/3$, and

$$\bar\phi-\phi_{\rm vac}=-\frac{2\pi}{3\Omega}\int r^2\rho_u\,d^3r .$$

This is Bethe's formula. For a hydrogen atom in its 1s state, $\langle r^2\rangle=3$ bohr² and the electron charge is negative, so the volume integral of $\phi$ is $(2\pi/3)\times3=6.283$ hartree bohr³/$e$. Direct integration agrees. For a non-spherical unit the moment along the surface normal remains, so the result can depend on the surface orientation.

In our model the atomic unit has

$$Q=q(s_n^2-s_e^2)=0.04(0.09-2.25)=-0.0864\ e,$$

and $\bar\phi-\phi_{\rm vac}=(2\pi/5)(0.0864)=0.1086$ hartree/$e$, or 2.95 V. The sign is positive because the electrons extend farther than the nuclear charge.

**Q:** That is a definite number obtained from the density. Where is the surface?

**A:** In the choice of unit. Let each unit give a fraction $w/2$ of its electrons to each neighbouring site. In the infinite crystal every site loses $w$ and receives $w/2$ from each side, so the bulk density is unchanged. The new unit is still neutral and has no dipole, but its normalized electron cloud has second moment

$$(1-w)s_e^2+2\,\frac w2\,(s_e^2+a^2)=s_e^2+wa^2 .$$

Electrons are negative, so $Q$ changes by $-qwa^2$ and the average rises by

$$\Delta\bar\phi=-\frac{2\pi}{a}(-qwa^2)=2\pi qwa .$$

With $w=0.05$ this is $2\pi(0.04)(0.05)(5)=0.0628$ hartree/$e$, which brings the average to 0.1714 hartree/$e$, or 4.66 V.

A finite slab shows what happened. Its outermost site has only one neighbour to receive from, so it is short of $qw/2$ electrons per area, and these sit one period farther out. Two sheets of charge $\mp\sigma$ at distance $\ell$, negative outside, raise the potential by $4\pi\sigma\ell$ on the way in. Here $4\pi(qw/2)a=2\pi qwa$, the whole shift. The two second moments describe two surfaces of one bulk crystal.

**Q:** Then let me avoid overlapping units. I cut the periodic density into cells and use the second moment of one cell.

**A:** That describes a third surface, with the density cut off abruptly at the cell boundary. For cells centred on the nuclei, $Q=-0.0626\,e$ and the average is 0.0787 hartree/$e$, or 2.14 V.

If the cut starts elsewhere, the cell generally has a dipole. Starting 1.5 bohr to the left of a nucleus gives $p=-0.0298\ e$/bohr. A stack of such cells has a potential step $4\pi p=-0.374$ hartree/$e$ per cell, so it has an interior field and no single average to quote.

**Q:** Is there a formula that does not presuppose any unit?

**A:** Yes, for a neutral slab without an interior macroscopic field. Put the zero of potential in the left vacuum, where the field also vanishes. Integrating the Poisson equation twice gives

$$\phi(x)=-4\pi\int_{-\infty}^{x}(x-x')\rho(x')\,dx' .$$

Choose an interior cell $[c,c+a]$ and define

$$\sigma_c=\int_{-\infty}^c\rho\,dx,\qquad D_c=\int_{-\infty}^c(x-c)\rho\,dx,$$

$$p_c=\int_c^{c+a}(x-c)\rho\,dx,\qquad Q_c=\int_c^{c+a}(x-c)^2\rho\,dx .$$

Then $\phi(c)=4\pi D_c$ and $\phi'(c)=-4\pi\sigma_c$. Within the cell,

$$\phi(x)=4\pi D_c-4\pi\sigma_c(x-c)-4\pi\int_c^x(x-x')\rho(x')\,dx' .$$

At $x=c+a$ the last integral is $\int_c^{c+a}[a-(x'-c)]\rho\,dx'=-p_c$, since the cell is neutral. Therefore

$$\phi(c+a)-\phi(c)=-4\pi a\sigma_c+4\pi p_c .$$

This is the step per cell. For a stack of whole neutral cells $\sigma_c=0$, which gives the $4\pi p$ found above. Absence of a field requires $\sigma_c=p_c/a$.

Now average over the cell. The second term gives $-4\pi\sigma_c a/2=-2\pi p_c$. In the third, exchange the order of integration and use $\int_{x'}^{c+a}(x-x')\,dx=\frac12(c+a-x')^2$. With $y=x'-c$,

$$-\frac{2\pi}{a}\int_0^a(a^2-2ay+y^2)\rho(c+y)\,dy=4\pi p_c-\frac{2\pi}{a}Q_c .$$

The $a^2$ term vanishes by neutrality. Adding the three pieces,

$$\boxed{\bar\phi-\phi_{\rm vac}=4\pi D_c+2\pi p_c-\frac{2\pi}{a}Q_c}$$

The last two terms follow from the bulk density once $c$ is chosen. The first contains the surface. If the slab consists of whole neutral, dipole-free cells to the left of $c$, then $D_c=p_c=0$ and the second-moment formula returns.

**Q:** Could I call the last two terms the bulk value and $4\pi D_c$ a surface correction?

**A:** That division depends on where you put $c$. Take the slab of atomic units and move the outermost electron sheet at each surface inward by $d=0.1$ bohr. This slab is no longer a superposition of identical units. With a nucleus at $x=0$, the parts in hartree/$e$ are:

| $c$ (bohr) | surface | bulk | sum |
|---:|---:|---:|---:|
| −2.5 | −0.0204 | 0.0787 | 0.0583 |
| −1.5 | 0.0151 | 0.0433 | 0.0583 |
| 0.5 | 0.1387 | −0.0804 | 0.0583 |

Even the sign of the "bulk value" depends on the choice. The sum does not, and it agrees with the average obtained by directly summing the potentials of all charge sheets.

The relaxation itself is easy to trace. At the left surface, charge $-q$ moves by $+d$, so $D_c$ changes by $-qd$, while $p_c$ and $Q_c$ stay fixed. The average changes by

$$-4\pi qd=-4\pi(0.04)(0.1)=-0.0503\ \text{hartree}/e,$$

from 0.1086 to 0.0583 hartree/$e$, or from 2.95 to 1.59 V. No interior density has changed.

**Q:** What if the two faces of the slab are different?

**A:** Then even one slab can have two answers. To the right of a neutral slab, the integral for $\phi$ gives $4\pi P$, with $P=\int x\rho\,dx$ the total dipole per area. The same interior average lies at $\bar\phi$ above the left vacuum and at $\bar\phi-4\pi P$ above the right one. The four slabs whose averages are quoted here are symmetric, so $P=0$; the stack of polar cells is not.

**Q:** Then what can I still do with my true average?

**A:** Use it as the zero within one bulk crystal. For a fixed interior density without a macroscopic field, different surfaces add different constants to $\phi$, and a constant moves all levels together. The lowest $k=0$ level of an electron in the model potential lies at −0.1147 hartree from vacuum for atomic units and at −0.1776 hartree for spilled-out electrons. The difference is the surface shift of −0.0628 hartree. The mean potential energy is $-\bar\phi$, so measured from the mean both levels lie at $-0.1147+0.1086=-0.1776+0.1714=-0.006$ hartree.

These levels contain electrostatics alone: exchange and correlation are left out, and the densities are prescribed rather than self-consistent. In a real calculation the surface density must be computed, and that calculation supplies $D_c$.

For an ionization energy you therefore need the bulk level relative to $\bar\phi$ and, from a slab with the surface in question, $\bar\phi$ relative to vacuum. For two crystals in contact you need the potential difference across their actual junction, because charge displaced there forms a double layer and shifts one side against the other by the same $4\pi\sigma\ell$. Bethe's value remains useful as the level of a stated reference crystal, one built from undistorted neutral atoms. The numerical output below lists the values for all four surfaces.

## Numbers as computed

```
period a = 5.0 bohr; area per electron = 25.0 bohr^2
electrons per area and layer q = 0.040 bohr^-2
widths: nuclear 0.3 bohr, electron 1.5 bohr
layers = 13; spill fraction w = 0.05
inward relaxation d = 0.10 bohr
Second moment of the unit (e), -2 pi Q/a (hartree/e):
  atomic units     -0.08640   0.10857
  spilled-out      -0.13640   0.17141
  cut cells        -0.06261   0.07868
Slab average above vacuum, direct sum (hartree/e, V):
  atomic units      0.10857    2.954
  spilled-out       0.17141    4.664
  cut cells         0.07868    2.141
  relaxed inward    0.05831    1.587
shift by spill-out = 0.06283 hartree/e
  2 pi q w a = 0.06283 hartree/e
shift by relaxation = -0.05027 hartree/e
  -4 pi q d = -0.05027 hartree/e
Relaxed slab: c (bohr), surface, bulk part, sum (hartree/e):
   -2.5  -0.02037   0.07868   0.05831
   -1.5   0.01506   0.04325   0.05831
    0.5   0.13874  -0.08044   0.05831
polar cell from c = -1.5 bohr: p = -0.02977 e/bohr
  step per cell = -0.37409 hartree/e
  4 pi p = -0.37409 hartree/e
Pseudo-charge solver, pseudo G=0 term set to zero:
  R (bohr), true average, moment formula (hartree/e):
  1.5   0.00576   0.00576
  2.0   0.01375   0.01375
Lowest k=0 level (hartree): from vacuum, from cell average:
  atomic units     -0.11473  -0.00616
  spilled-out      -0.17757  -0.00616
hydrogen 1s: <r^2> = 3.00000, <x^2> = 1.00000 bohr^2
  volume integral of phi = 6.28319 hartree bohr^3/e
  (2 pi/3)<r^2> = 6.28319 hartree bohr^3/e
```
